# Lloyd's formula for a muffin-tin cluster, with its integer correction: verification in Python

```python
"""Lloyd's formula for a cluster of two non-overlapping spherical wells.

Result under test (hbar = 2m = 1, lengths in bohr, E = k^2 in Ry, per spin):
  Delta N(E) = N - N0 = -(1/pi) arg D(E),  D = det(1 - G0 V),
             = -(1/pi) Im ln det(t^-1 - g)  up to an integer.
F_l : Jost function of one well, phase -delta_l
a_l : real amplitude <j_l|V|phi_l>, so that t_l = a_l / F_l
g   : free propagation between different sites in spherical waves
The independent side uses one-centre coupled channels and diagonalization
in a large sphere, neither of which uses t or g.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, lpmv, factorial, eval_legendre

RADIUS, DIST = 1.5, 3.2
DEPTHS = (9.0, 7.0)
CENTRES = (-DIST / 2, DIST / 2)
LS = 8            # largest l on each site
LC = 18           # largest l about the midpoint (independent side)
BETA = 1.0        # 1/Ry
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
L_SITE = np.arange(LS + 1)
ODD_FACT = np.cumprod(2.0 * L_SITE + 1.0)      # (2l+1)!!
M_WEIGHT = np.array([1.0] + [2.0] * LS)        # +m and -m


def hankel(nmax, z):
    """Outgoing spherical Hankel functions h_0 ... h_nmax."""
    h = np.zeros(nmax + 1, complex)
    h[0] = np.exp(1j * z) / (1j * z)
    h[1] = -np.exp(1j * z) * (z + 1j) / z**2
    for n in range(1, nmax):
        h[n + 1] = (2 * n + 1) / z * h[n] - h[n - 1]
    return h


def legendre_norm(m, lmax, x):
    """Associated Legendre functions, l = m..lmax, normalized on [-1, 1]."""
    return np.array([np.sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m))
                     * lpmv(m, l, x) for l in range(m, lmax + 1)])


def site(k, depth):
    """F_l and a_l from the power series of the regular radial solution."""
    k = complex(k)
    energy = (k * k).real
    nterm = 70
    c = np.zeros((nterm, LS + 1))
    c[0] = 1.0
    v = -depth * np.array([1.0, -3.0, 3.0, -1.0])
    for n in range(nterm - 1):
        s = -energy * c[n]
        for p in range(min(n, 3) + 1):
            s = s + v[p] * c[n - p]
        c[n + 1] = RADIUS**2 * s / ((2 * n + 2) * (2 * n + 2 * L_SITE + 3))
    value = c.sum(axis=0)
    slope = ((2 * np.arange(nterm)[:, None] + L_SITE) * c).sum(axis=0) / RADIUS
    z = k * RADIUS
    h = hankel(LS + 1, z)
    dh = k * (L_SITE / z * h[:-1] - h[1:])
    j = spherical_jn(L_SITE, z)
    dj = k * spherical_jn(L_SITE, z, derivative=True)
    pref = z**L_SITE * RADIUS**2 / ODD_FACT
    return -1j * k * pref * (dh * value - h[:-1] * slope), -pref * (dj * value - j * slope)


# angular coefficients of the two-centre expansion (sites on the z axis)
xg, wg = np.polynomial.legendre.leggauss(40)
L2 = np.arange(2 * LS + 1)
PL2 = np.array([eval_legendre(n, xg) for n in L2])
COEF = []
for m in range(LS + 1):
    P = legendre_norm(m, LS, xg)
    gaunt = np.einsum("ax,bx,cx,x->abc", P, P, PL2, wg)
    la = np.arange(m, LS + 1)[:, None, None]
    lb = np.arange(m, LS + 1)[None, :, None]
    lc = L2[None, None, :]
    allowed = (lc <= la + lb) & (lc >= abs(la - lb)) & ((la + lb + lc) % 2 == 0)
    sign = np.where((la - lb + lc) % 4 == 0, 1.0, -1.0)   # i^(l-l'+l'')
    COEF.append(np.where(allowed, gaunt * sign * (2 * lc + 1), 0.0))


def propagator(k, m, n, h):
    """Site-off-diagonal matrix g for one m and n values of l per site."""
    C = COEF[m][:n, :n]
    g = np.zeros((2 * n, 2 * n), complex)
    g[n:, :n] = -1j * k * (C @ h)
    g[:n, n:] = -1j * k * (C @ (h * (-1.0) ** L2))
    return g


def determinants(k, depths=DEPTHS, lcut=LS):
    """For each m: D_m, and the unit phase factor of det(t^-1 - g)."""
    k = complex(k)
    data = [site(k, u) for u in depths]
    h = hankel(2 * LS, k * DIST)
    d_full, d_lloyd = [], []
    for m in range(lcut + 1):
        sl = slice(m, lcut + 1)
        n = lcut + 1 - m
        F = np.concatenate([d[0][sl] for d in data])
        a = np.concatenate([d[1][sl] for d in data])
        g = propagator(k, m, n, h)
        s = np.tile(abs(k) ** L_SITE[sl].astype(float), 2)  # positive scaling
        d_full.append(np.linalg.det(np.diag(F) - a[:, None] * g * s / s[:, None]))
        d_lloyd.append(np.linalg.slogdet((np.diag(F / a) - g) * s[:, None] * s)[0])
    return np.array(d_full), np.array(d_lloyd)


def lloyd_fraction(k, lcut=LS):
    """-(1/pi) Im ln det(t^-1 - g), modulo one."""
    ph = np.angle(determinants(k, DEPTHS, lcut)[1])
    return (-(M_WEIGHT[:lcut + 1] @ ph) / np.pi) % 1.0


def wrapped(x):
    return abs((x + 0.5) % 1.0 - 0.5)


# ---- one site: Jost function and t from the radial integral equation
k_test = 1.2
xr, wr = np.polynomial.legendre.leggauss(400)
rr, wr = RADIUS * (xr + 1) / 2, RADIUS * wr / 2
v_r = -DEPTHS[0] * (1 - rr**2 / RADIUS**2) ** 3
F_site, a_site = site(k_test, DEPTHS[0])
err_site = 0.0
for l in (0, 1, 2):
    jr = rr * spherical_jn(l, k_test * rr)
    hr = jr + 1j * rr * spherical_yn(l, k_test * rr)
    lower = np.tril(np.ones((400, 400)), -1)
    kern = -1j * k_test * (lower * np.outer(hr, jr) + lower.T * np.outer(jr, hr)
                           + np.diag(jr * hr))
    A = np.eye(400) - kern * (v_r * wr)
    t_direct = np.sum(wr * jr * v_r * np.linalg.solve(A, jr))
    err_site = max(err_site, abs(np.linalg.det(A) - F_site[l]),
                   abs(t_direct - a_site[l] / F_site[l]))
assert err_site < 5e-4     # kernel has a kink: quadrature error of order 1/n^2

# ---- two-centre expansion against the closed free Green function
r1, c1, r0, c0 = 0.3, 0.4, 0.2, -0.7
total = 0.0
hd = hankel(2 * LS, k_test * DIST)
for m in range(LS + 1):
    n = LS + 1 - m
    g10 = propagator(k_test, m, n, hd)[n:, :n]
    w1 = legendre_norm(m, LS, c1) * spherical_jn(L_SITE[m:], k_test * r1)
    w0 = legendre_norm(m, LS, c0) * spherical_jn(L_SITE[m:], k_test * r0)
    total += M_WEIGHT[m] * (w1 @ g10 @ w0) / (2 * np.pi)
sep = np.hypot(DIST + r1 * c1 - r0 * c0,
               r1 * np.sqrt(1 - c1**2) - r0 * np.sqrt(1 - c0**2))
err_g = abs(total + np.exp(1j * k_test * sep) / (4 * np.pi * sep))
assert err_g < 1e-6

# ---- bound states: zeros of F_l (one site) and of D_m (cluster)
kappas = np.linspace(0.02, 3.0, 110)


def levels(func, table):
    out = []
    for i in np.where(table[:-1] * table[1:] < 0)[0]:
        out.append(-brentq(func, kappas[i], kappas[i + 1], xtol=1e-12) ** 2)
    return sorted(out)


isolated, n_isolated = [], 0
for u in DEPTHS:
    tab = np.array([site(1j * q, u)[0].real for q in kappas])
    found = []
    for l in L_SITE:
        lev = levels(lambda q: site(1j * q, u)[0][l].real, tab[:, l])
        found += lev
        n_isolated += (2 * l + 1) * len(lev)
    isolated.append(found)
tab = np.array([determinants(1j * q)[0].real for q in kappas])
cluster = []
for m in range(LS + 1):
    for e in levels(lambda q: determinants(1j * q)[0][m].real, tab[:, m]):
        cluster.append((e, m))
n_bound = int(sum(M_WEIGHT[m] for e, m in cluster))

# ---- Delta N(E) for E > 0, followed continuously from threshold
E_TAB = np.array([0.5, 1.0, 2.0, 4.0])
xk, wk = np.polynomial.legendre.leggauss(120)
K_MAX = 5.5
k_nodes, w_nodes = K_MAX * (xk + 1) / 2, K_MAX * wk / 2
k_all = np.sort(np.concatenate([k_nodes, np.sqrt(E_TAB)]))


def from_threshold(angle):
    u = np.unwrap(angle, axis=0)
    return -(u - np.pi * np.round(u[0] / np.pi)) / np.pi


ang_D = np.array([np.angle(determinants(k)[0]) for k in k_all])
shift = from_threshold(ang_D) @ M_WEIGHT           # Delta N minus bound count
friedel = np.full(len(k_all), float(n_isolated))
for u in DEPTHS:
    ang_F = np.array([np.angle(site(k, u)[0]) for k in k_all])
    friedel += from_threshold(ang_F) @ (2 * L_SITE + 1)
i_tab = np.searchsorted(k_all, np.sqrt(E_TAB))
i_nodes = np.searchsorted(k_all, k_nodes)
delta_n = n_bound + shift


# ---- independent side: the whole potential about the midpoint
def potential(r, x):
    v = 0.0
    for z, u in zip(CENTRES, DEPTHS):
        s = (r**2 + z**2 - 2 * r * z * x) / RADIUS**2
        v = v - u * np.clip(1 - s, 0, None) ** 3
    return v


xa, wa = np.polynomial.legendre.leggauss(80)
step = 0.01
r_grid = step * np.arange(1, 313)                  # last two points lie outside
v_grid = potential(r_grid[:, None], xa[None, :])
s_phase = np.zeros(len(E_TAB))
for m in range(LS + 1):
    P = legendre_norm(m, LC, xa)
    lch = np.arange(m, LC + 1)
    one = np.eye(len(lch))
    v_mat = (P[None] * (wa * v_grid)[:, None, :]) @ P.T
    cent = (lch * (lch + 1.0))[None, :, None] * one / r_grid[:, None, None] ** 2
    for ie, e in enumerate(E_TAB):
        k = np.sqrt(e)
        T = step**2 / 12 * (v_mat + cent - e * one)
        inv = np.linalg.inv(one - T)
        U = 12 * inv - 10 * one
        ratio = U[0]
        for n in range(1, len(r_grid) - 1):
            ratio = U[n] - np.linalg.inv(ratio)
        prop = inv[-1] @ ratio @ (one - T[-2])     # u(last) = prop u(last but one)
        ra, rb = r_grid[-2], r_grid[-1]
        ja, jb = ra * spherical_jn(lch, k * ra), rb * spherical_jn(lch, k * rb)
        ya, yb = ra * spherical_yn(lch, k * ra), rb * spherical_yn(lch, k * rb)
        K = np.linalg.solve(np.diag(yb) - prop * ya, np.diag(jb) - prop * ja)
        s_phase[ie] += M_WEIGHT[m] * np.angle(np.linalg.det(one + 1j * K)) / np.pi
s_frac = s_phase % 1.0
l_frac = np.array([lloyd_fraction(np.sqrt(e)) for e in E_TAB])
err_s = max(wrapped(l_frac - s_frac))
assert err_s < 3e-4        # finite step and finite l on both sides
assert max(wrapped(delta_n[i_tab] - s_frac)) < 3e-4

# ---- independent side: diagonalization in a large hard sphere
BOX, K_CUT = 9.0, 9.5
scan = np.linspace(0.05, K_CUT, 600)
free_k = []
for l in range(LC + 1):
    f = spherical_jn(l, scan * BOX)
    free_k.append([brentq(lambda q: spherical_jn(l, q * BOX), scan[i], scan[i + 1])
                   for i in np.where(f[:-1] * f[1:] < 0)[0]])
xq, wq = np.polynomial.legendre.leggauss(60)
r_lo, r_hi = DIST / 2 - RADIUS, DIST / 2 + RADIUS
rq, wq = r_lo + (r_hi - r_lo) * (xq + 1) / 2, (r_hi - r_lo) * wq / 2
v_q = potential(rq[:, None], xa[None, :])
weight = v_q * wq[:, None] * wa[None, :]
keep = weight != 0
heat_box, box_levels = 0.0, []
for m in range(LS + 1):
    P = legendre_norm(m, LC, xa)
    rows, e_free = [], []
    for l in range(m, LC + 1):
        for q in free_k[l]:
            norm = np.sqrt(2 / BOX**3) / abs(spherical_jn(l + 1, q * BOX))
            radial = norm * rq * spherical_jn(l, q * rq)
            rows.append(np.outer(radial, P[l - m])[keep])
            e_free.append(q * q)
    phi, e_free = np.array(rows), np.array(e_free)
    e_box = np.linalg.eigvalsh(np.diag(e_free) + (phi * weight[keep]) @ phi.T)
    heat_box += M_WEIGHT[m] * (np.exp(-BETA * e_box).sum() - np.exp(-BETA * e_free).sum())
    box_levels.append(e_box)
heat_bound = sum(M_WEIGHT[m] * np.exp(-BETA * e) for e, m in cluster)
heat_cont = np.sum(w_nodes * 2 * k_nodes * BETA * np.exp(-BETA * k_nodes**2)
                   * shift[i_nodes])
heat_lloyd = heat_bound + heat_cont
assert abs(heat_lloyd / heat_box - 1) < 5e-4
counter = {}
box_match = []
for e, m in cluster:
    i = counter.get(m, 0)
    counter[m] = i + 1
    box_match.append(box_levels[m][i])
    assert abs(e - box_match[-1]) < 3e-3           # shift by the distant wall
assert n_bound >= 1

# ---- a zero of t_0: phase of det(t^-1 - g) jumps, phase of D does not
DEEP = (50.0, DEPTHS[1])
k_scan = np.linspace(1.0, 9.0, 120)
a0 = np.array([site(k, DEEP[0])[1][0].real for k in k_scan])
i0 = np.where(a0[:-1] * a0[1:] < 0)[0][0]
k_zero = brentq(lambda k: site(k, DEEP[0])[1][0].real, k_scan[i0], k_scan[i0 + 1])
below = determinants(k_zero * (1 - 1e-5), DEEP)
above = determinants(k_zero * (1 + 1e-5), DEEP)
jump_D = abs(np.angle(above[0][0] / below[0][0])) / np.pi
jump_lloyd = abs(np.angle(above[1][0] / below[1][0])) / np.pi
assert jump_D < 0.01 and abs(jump_lloyd - 1) < 0.01

# ---- output
print(f"well radius {RADIUS} bohr, separation {DIST} bohr")
print(f"well depths {DEPTHS[0]} and {DEPTHS[1]} Ry; site l up to {LS}")
print(f"one-site F and t, max difference from integral equation: {err_site:.1e}")
print(f"two-centre expansion, error in G0: {err_g:.1e} 1/bohr")
for u, lev in zip(DEPTHS, isolated):
    print(f"isolated well {u} Ry, bound levels (Ry):", " ".join(f"{e:.5f}" for e in lev))
for (e, m), b in zip(cluster, box_match):
    print(f"cluster level m={m}: {e:.5f} Ry = {e * RY_EV:.4f} eV; in sphere {b:.5f} Ry")
print(f"bound states per spin: isolated wells {n_isolated}, cluster {n_bound}")
print("Per spin, dimensionless:")
print("E (Ry)  Friedel sum  inter-site  Delta N")
for e, i in zip(E_TAB, i_tab):
    print(f"{e:5.2f}   {friedel[i]:9.5f}   {delta_n[i] - friedel[i]:9.5f}  {delta_n[i]:9.5f}")
print("Modulo one: E (Ry), from det(t^-1 - g), from S-matrix")
for e, a, b in zip(E_TAB, l_frac, s_frac):
    print(f"{e:5.2f}   {a:.5f}   {b:.5f}")
print(f"largest difference modulo one: {err_s:.1e}")
print("Cutoff l and Lloyd phase count modulo one at E = 1 Ry:")
for lcut in (0, 1, 2, 3, 4, 6, 8):
    print(f"  l <= {lcut}: {lloyd_fraction(1.0, lcut):.5f}")
print(f"Heat trace at beta = {BETA} 1/Ry (dimensionless), sphere radius {BOX} bohr:")
print(f"  bound part {heat_bound:.5f}, continuum part {heat_cont:.5f}")
print(f"  Lloyd total {heat_lloyd:.5f}, diagonalization {heat_box:.5f}")
print(f"Deep well {DEEP[0]} Ry beside {DEEP[1]} Ry: t_0 = 0 at E = {k_zero**2:.4f} Ry")
print(f"  phase change/pi across it: det(t^-1 - g) {jump_lloyd:.5f}, D {jump_D:.5f}")
print("all assertions hold")
```

Running it gives:

```
well radius 1.5 bohr, separation 3.2 bohr
well depths 9.0 and 7.0 Ry; site l up to 8
one-site F and t, max difference from integral equation: 1.0e-05
two-centre expansion, error in G0: 1.6e-12 1/bohr
isolated well 9.0 Ry, bound levels (Ry): -0.94562
isolated well 7.0 Ry, bound levels (Ry): -0.32835
cluster level m=0: -0.95192 Ry = -12.9515 eV; in sphere -0.95192 Ry
cluster level m=0: -0.30454 Ry = -4.1435 eV; in sphere -0.30438 Ry
bound states per spin: isolated wells 2, cluster 2
Per spin, dimensionless:
E (Ry)  Friedel sum  inter-site  Delta N
 0.50     1.40295     0.01553    1.41848
 1.00     1.39708    -0.02389    1.37319
 2.00     1.63712     0.00811    1.64523
 4.00     2.12420     0.00171    2.12591
Modulo one: E (Ry), from det(t^-1 - g), from S-matrix
 0.50   0.41848   0.41848
 1.00   0.37319   0.37319
 2.00   0.64523   0.64523
 4.00   0.12591   0.12591
largest difference modulo one: 1.4e-07
Cutoff l and Lloyd phase count modulo one at E = 1 Ry:
  l <= 0: 0.10164
  l <= 1: 0.36277
  l <= 2: 0.37284
  l <= 3: 0.37318
  l <= 4: 0.37319
  l <= 6: 0.37319
  l <= 8: 0.37319
Heat trace at beta = 1.0 1/Ry (dimensionless), sphere radius 9.0 bohr:
  bound part 3.94668, continuum part -0.43646
  Lloyd total 3.51023, diagonalization 3.51022
Deep well 50.0 Ry beside 7.0 Ry: t_0 = 0 at E = 13.9795 Ry
  phase change/pi across it: det(t^-1 - g) 1.00000, D 0.00000
all assertions hold
```
